# Depletion width at a heavily doped silicon contact, with first correction

## Definitions and conventions

A planar metal contact occupies \(x<0\) and n-type silicon occupies \(x>0\). Lengths are in nm and energies in eV. The symbols are:

- \(\Omega=5\ \mathrm{nm^3}\): silicon volume per ionized donor. Metal and vacuum in the supercell are not counted.
- \(N=1/\Omega\): donor density, treated as a uniform positive background.
- \(n(x)\): density of conduction electrons.
- \(u(x)\): upward shift of the conduction-band edge from its value in neutral bulk silicon, an energy.
- \(V=u(0)=0.6\) eV: total band bending.
- \(E_F\): Fermi energy above the bulk conduction edge.
- \(\varepsilon=\varepsilon_r\varepsilon_0\), with \(\varepsilon_r=11.7\): static permittivity, used as a continuum constant.

The bending is not the Schottky barrier. The band edge at the metal lies \(V\) above the bulk edge, while the Fermi level lies \(E_F\) above it, so the barrier seen from the Fermi level is \(V-E_F\). No voltage is applied.

The density follows from counting. Since \(1\ \mathrm{nm^{-3}}=10^{21}\ \mathrm{cm^{-3}}\),

\[
N=\frac{1}{5\ \mathrm{nm^3}}=0.2\ \mathrm{nm^{-3}}=2\times10^{20}\ \mathrm{cm^{-3}} .
\]

Silicon has 8 atoms in a cube of edge 0.5431 nm, so there are \(5\times 8/0.5431^3\approx250\) atoms per donor.

## The equation and its small parameter

The electrostatic potential \(\phi\) obeys \(\phi''=-e(N-n)/\varepsilon\). An electron has energy \(-e\phi\), so \(u''=-e\phi''\) and

\[
u''=\kappa\left(1-\frac nN\right),\qquad \kappa=\frac{e^2N}{\varepsilon}. \tag{1}
\]

The boundary conditions are \(u(0)=V\), with \(u\) and \(u'\) vanishing deep in the silicon. With \(\varepsilon=0.6466\ e/(\mathrm{V\,nm})\), \(\kappa=0.200/0.6466=0.309\ \mathrm{eV/nm^2}\).

The electrons are described by a local gas: at each point \(n\) is the density of a uniform gas whose chemical potential, measured from the local band edge, is the bulk value minus \(u\). At zero temperature the density of a gas with parabolic bands varies as the 3/2 power of this energy, so

\[
\frac nN=\left(1-\frac{u}{E_F}\right)^{3/2}\ (u<E_F),\qquad n=0\ (u\ge E_F). \tag{2}
\]

Electrons are therefore absent where the bending exceeds \(E_F\). The small parameter is

\[
b=\frac{E_F}{V}.
\]

## Leading order: the depletion width

As \(b\to0\) at fixed \(N\) and \(V\), any finite upward shift removes all the electrons. Equation (1) becomes \(u''=\kappa\) in a layer \(0<x<W\), with \(u=u'=0\) at its edge. Integrating inward from the edge gives \(u'=-\kappa(W-x)\), and a second integration gives

\[
u=\frac{\kappa}{2}(W-x)^2 .
\]

Setting \(u(0)=V\) gives \(V=\kappa W^2/2\), hence

\[
W=\sqrt{\frac{2V}{\kappa}}=\sqrt{\frac{2\varepsilon V}{e^2N}}=\sqrt{\frac{2\times0.600}{0.309}}\ \mathrm{nm}\approx1.97\ \mathrm{nm}. \tag{3}
\]

In SI units, with the bending written as a voltage \(V/e\), this is \(\sqrt{2\varepsilon (V/e)/(eN)}\). Because \(N=1/\Omega\), the width grows as \(\sqrt{V\Omega}\).

The field at the metal has magnitude \(|u'(0)|/e=\kappa W/e=2V/(eW)\), which is \(1.2/1.97=0.609\) V/nm, or 6.1 MV/cm. The layer holds a charge \(eNW=0.39\ e/\mathrm{nm^2}\), balanced by electrons on the metal surface.

## The Fermi energy

Silicon has six equivalent conduction valleys with ellipsoidal energy surfaces, two masses \(m_t=0.190\,m_e\) and one mass \(m_l=0.916\,m_e\). The Fermi ellipsoid has semi-axes \(k_i=\sqrt{2m_iE_F}/\hbar\) and volume \(4\pi k_t^2k_l/3\). With six valleys and two spins,

\[
N=\frac{6\cdot2}{(2\pi)^3}\,\frac{4\pi}{3}k_t^2k_l
=\frac{2}{\pi^2}k_t^2k_l
=\frac{2}{\pi^2}\left(\frac{2E_F}{\hbar^2}\right)^{3/2}m_t\,m_l^{1/2}.
\]

A single spherical valley of mass \(m_d\) would hold \((2m_dE_F/\hbar^2)^{3/2}/(3\pi^2)\). Equating the two expressions gives \(m_d^{3/2}=6m_tm_l^{1/2}\), or \(m_d^3=36\,m_lm_t^2\), so

\[
E_F=\frac{\hbar^2(3\pi^2N)^{2/3}}{2m_d}.
\]

Here \(m_d=1.06\,m_e\) and \(E_F=0.118\) eV for parabolic bands; a nonparabolicity of \(0.5\ \mathrm{eV^{-1}}\) would lower it to about 0.11 eV. The barrier above the Fermi level is \(0.600-0.118=0.482\) eV, and \(b=0.1177/0.600\approx0.196\).

## First correction: the electron tail

Electrons now enter the layer gradually, so its edge is not sharp. A width that remains well defined is the charge-equivalent width \(W_Q\):

\[
NW_Q=\int_0^\infty(N-n)\,dx .
\]

Integrating (1) over all \(x>0\), with \(u'\to0\) far away, gives \(-u'(0)=\kappa W_Q\). To find \(u'(0)\), multiply (1) by \(u'\) and integrate over the same range. The left side is

\[
\int_0^\infty u'u''\,dx=-\tfrac12u'(0)^2,
\]

and the right side, with \(u'\,dx=du\) and \(u\) running from \(V\) to 0, is

\[
\kappa\int_V^0\left(1-\frac nN\right)du=-\kappa\left(V-\frac1N\int_0^Vn\,du\right).
\]

The last integral is a pressure. At fixed temperature a uniform gas obeys \(dP=n\,d\mu\), and the local chemical potential falls as \(u\) rises, \(d\mu=-du\). The integral is therefore the bulk pressure \(P\) minus the pressure at the metal, which is negligible behind this barrier. Inserting \(u'(0)=-\kappa W_Q\) gives

\[
W_Q=\sqrt{\frac{2}{\kappa}\left(V-\frac PN\right)} . \tag{4}
\]

At zero temperature (2) gives the pressure term directly, provided \(V\ge E_F\):

\[
\frac PN=\int_0^{E_F}\left(1-\frac u{E_F}\right)^{3/2}du=\frac25E_F .
\]

Since \(2V/\kappa=W^2\), equation (4) becomes

\[
W_Q=W\sqrt{1-\tfrac25b}=W\left(1-\frac b5-\frac{b^2}{50}-\dots\right), \tag{5}
\]

where \(\sqrt{1-z}=1-z/2-z^2/8-\dots\) was used with \(z=2b/5\). The first correction is \(-b/5=-0.039\) relative to \(W\), and it gives \(1.97\times0.961=1.89\) nm. The next term is \(b^2/50\approx0.0008\), too small to matter here.

A finite-difference solution of (1) and (2) for the same inputs gives \(W_Q=1.891\) nm, in agreement with the square root in (5). When \(E_F\) is artificially set to 1 meV at the same \(N\) and \(V\), the solution gives 1.969 nm, so the leading-order width is recovered.

## Where the electrons begin

Where \(u\ge E_F\) the profile is still a parabola with curvature \(\kappa\). Its slope at the metal is \(-\kappa W_Q\), so its vertex lies at \(x=W_Q\). By (4) its height there would be \(V-\kappa W_Q^2/2=P/N=2E_F/5\). Thus

\[
u=\tfrac25E_F+\frac\kappa2(W_Q-x)^2
\]

holds until \(u=E_F\), which happens at \(x_e\). There \(\kappa(W_Q-x_e)^2/2=3E_F/5\), so

\[
x_e=W_Q-W\sqrt{\tfrac35b}=1.89-1.97\sqrt{0.6\times0.196}\approx1.2\ \mathrm{nm}.
\]

The edge is displaced by order \(\sqrt b\), while the total charge changes by order \(b\). In this model, at zero temperature, only the first 1.2 nm are free of electrons (at 300 K the density at that depth is already about 7% of \(N\)), and the remaining depletion charge lies in a partly filled transition region. The 2 nm width is thus a measure of charge and of potential drop, not of a sharp boundary.

Farther in, \(u\ll E_F\), and expanding (2) gives \(n/N\approx1-3u/(2E_F)\). Equation (1) becomes \(u''=u/\lambda^2\), with decaying solution \(e^{-x/\lambda}\) and

\[
\lambda=\sqrt{\frac{2E_F}{3\kappa}}=W\sqrt{\frac b3}\approx0.50\ \mathrm{nm}.
\]

Two conditions limit this correction. First, at fixed \(V\), \(b\) grows as \(N^{2/3}\). It reaches 1 at \(N\approx2\times10^{20}/0.196^{3/2}\approx2\times10^{21}\ \mathrm{cm^{-3}}\) if the bands stay parabolic, and no electron-free layer remains beyond that. Second, a local gas requires \(u\) to vary slowly over the inverse Fermi wave numbers. These are 1.31 nm along a light axis and 0.59 nm along a heavy one, both longer than \(\lambda\). The 4% correction is therefore the value within the local model; wave-mechanical spreading of the electrons, treated with effective masses and without the tails of metal states, moves it to between about 3.5% and 5%, depending on the boundary condition at the metal. It also puts about 7 to 9% of \(N\) at a depth of 1 nm, so the electron-free layer is a feature of the local model only.

Temperature enters through \(P\) in (4). With Fermi–Dirac occupation at fixed \(N\) and \(V\), \(P/N\) rises from 0.047 eV at absolute zero to 0.056 eV at 300 K and 0.061 eV at 400 K. The solved widths are 1.88 and 1.87 nm at the two finite temperatures.

## A second case: silicon between two metal faces

A periodic supercell without vacuum has two interfaces. Let the silicon have length \(L\) and let both faces hold \(u=V\), measured from the band edge that neutral bulk silicon would have. If no electrons remain, \(u''=\kappa\) throughout, and symmetry puts the minimum at \(L/2\). Then \(u=u_{\rm mid}+\kappa(x-L/2)^2/2\), and the condition at either face gives

\[
u_{\rm mid}=V-\frac{\kappa L^2}{8}. \tag{6}
\]

This holds while \(u_{\rm mid}\ge E_F\), that is, for \(L\le\sqrt{8(V-E_F)/\kappa}\approx3.5\) nm. In the local model, electrons enter the middle of longer silicon and (1) must be solved with (2). Confinement delays this: the empty well is a parabola of curvature \(\kappa\), its lowest level lies \(\tfrac12\hbar\sqrt{\kappa/m_l}\approx0.08\) eV above \(u_{\rm mid}\), and with effective masses at low temperature electrons enter only beyond about 3.8 nm.

Keeping 5 nm³ of silicon per cell while changing the lateral period of a (001) interface changes the length (continuum values, not rounded to whole atomic layers):

| Lateral cell | \(L\) (nm) | Midpoint shift (meV) |
|---|---:|---:|
| 2×2 | 8.48 | 0.6 |
| 3×3 | 3.77 | 81 |
| 4×4 | 2.12 | 426 |

The 4×4 value agrees with (6). The 3×3 cell is shorter than \(2W=3.94\) nm and has no neutral middle. In the local model the 2×2 cell has one to within 1 meV. The table holds for that model only. With effective-mass subbands at low temperature, the 3×3 cell contains no electrons and its shift is the value of (6), 51 meV (its lowest level lies only 14 meV above the Fermi level, and at 300 K the shift is about 64 meV with about 4% of \(N\) at the midpoint), while the 2×2 cell has a midpoint shift of about 5 meV and a midpoint density 6 to 7% above \(N\). For these parameters, a bulk-like reference region needs a length above \(2W\) by at least several \(\lambda\); the correct density alone does not provide it.

One real donor atom per cell also differs from a uniform background. Repeated laterally, it forms a sheet of charge \(e/A\), where \(A\) is the lateral cell area. Take first a single metal face with thick silicon behind it. If the sheet lies at depth \(d\) and all its field ends on that face, Gauss's law gives a laterally averaged field \(e/(\varepsilon A)\) between them and none beyond. The energy drop is

\[
\Delta u=\frac{e^2d}{\varepsilon A}.
\]

For the 3×3 lateral area, \(A=1.327\ \mathrm{nm^2}\), the full 0.6 eV is reached at \(d=0.6\times0.6466\times1.327\approx0.51\) nm. In the cell with two faces at equal potential and no silicon electrons, the fields on the two sides of the sheet add up to \(e/(\varepsilon A)\) and give equal drops over \(d\) and \(L-d\). The nearer face then receives only the fraction \(1-d/L\) of the field, the drop is reduced by this factor, and 0.6 eV is reached at about 0.62 nm from the nearer face. These depths assume that the sheet stays bare. In the local model applied to the laterally averaged potential, electrons enter as soon as the drop exceeds \(V-E_F=0.482\) eV, at about 0.41 nm for one face and 0.47 nm for two, and a deeper donor is partly screened by silicon electrons. These entry depths are only rough. In the averaged two-face well, confinement keeps the lowest subband empty up to a depth of about 0.7 nm, while the screened Coulomb well around each ion, which the average leaves out, lowers that subband by only about 1 meV with effective masses, because the lateral period is short; the short-range core of a real donor is not included. The virtual crystal approximation avoids this dependence on position: each of the 250 silicon nuclei receives an extra charge of \(0.004\,e\), and the cell receives one extra electron.

## Tunnelling through the layer

For an electron at the Fermi energy with no transverse momentum relative to its valley centre, the WKB factor is \(e^{-S}\). With normal mass \(m\) and the leading-order parabola, put \(y=1-x/W\). The barrier is \(Vy^2\), the turning point is \(y=\sqrt b\), and

\[
S=\frac{2W\sqrt{2mV}}{\hbar}\int_{\sqrt b}^{1}\sqrt{y^2-b}\,dy .
\]

An antiderivative is \(\tfrac12[y\sqrt{y^2-b}-b\ln(y+\sqrt{y^2-b})]\). Taking its limits and inserting (3) for \(W\) gives

\[
S=\frac{V}{E_{00}}\left[\sqrt{1-b}-b\ln\frac{1+\sqrt{1-b}}{\sqrt b}\right],\qquad
E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N}{\varepsilon m}} .
\]

The bracket is 0.611. At a (001) contact, four valleys present the light mass along the normal: \(E_{00}=0.176\) eV, \(S=2.1\) and \(e^{-S}\approx0.12\). The other two present the heavy mass: \(S=4.6\) and \(e^{-S}\approx0.01\). These values use the leading-order parabola. The profile corrected for the electron tail moves the turning point from 1.10 to 1.2 nm and gives \(S\approx2.3\) and \(5.0\), with factors of about 0.10 and 0.007. With exponents this small, WKB gives a size rather than an accurate transmission, but the layer is no opaque barrier. These factors hold for zero transverse momentum; averaged over all channels at the Fermi energy in the six valleys, the factor on the corrected profile is about 0.05.

The image attraction lowers the barrier further. For an ideal metal its energy is \(-C/x\), with \(C=e^2/(16\pi\varepsilon)\). Near the metal the barrier is approximately \(V-fx-C/x\), where \(f=2V/W\). Its maximum is at \(x=\sqrt{C/f}\), and the lowering is \(2\sqrt{Cf}=0.27\) eV. The curved barrier gives nearly the same value, with its top 0.24 nm from the metal. That is about one silicon bond length, 0.235 nm, so a continuum image force can serve here only as a measure of size. Including it reduces the light-mass exponent from 2.1 to 1.4 on the leading-order parabola, and from 2.3 to 1.5 on the corrected profile.

## Comparison with a transistor contact

The model lies in the regime of phosphorus-doped source and drain contacts in silicon transistors, where active densities are of order \(10^{20}\ \mathrm{cm^{-3}}\) and above. A barrier near 0.5 eV is an ordinary size for a metal on n-type silicon. Real contacts break the assumption that every donor is active. If half were inactive at the same \(V\), (3) would give \(1.97\sqrt2\approx2.8\) nm; at the same barrier \(V-E_F\), the lower Fermi energy reduces \(V\) to 0.556 eV and the width to 2.7 nm. They also break the uniform background: the spacing \(N^{-1/3}\) is 1.7 nm and a cube of side \(W\) holds about 1.5 donors, so 2 nm is a lateral average. For randomly placed donors, without screening by silicon electrons, the band edge at depths of 0.5 to 1 nm varies from place to place by about 0.1 eV or more. This is comparable to \(E_F\), so the electron tail and the tunnelling exponents above describe the uniform model, not each point of a real contact. The field of 6 MV/cm is far above the rough breakdown field of lightly doped silicon, a few tenths of a MV/cm. Without applied bias, however, the 0.6 eV drop is below the 1.12 eV gap. Crossing it does not supply the energy for pair creation, and with this gap of undoped silicon the valence edge at the metal stays 0.52 eV below the bulk conduction edge; a gap narrowing of order 0.1 eV would reduce these margins without closing them. Band-gap narrowing and interface chemistry are left out. They affect which \(V\) belongs to a given metal, and the many-body part of the narrowing also changes the electron gas at fixed \(V\): exchange alone lowers \(P/N\) from 0.047 to about 0.038 eV, \(\lambda\) to about 0.46 nm and the width correction from 4% to about 3%.

The remaining digits are in the numerical output.

## Table of computed values

```
Silicon volume per donor: 5.0 nm^3
Band bending V: 0.60 eV
Relative permittivity: 11.7
Permittivity: 0.6466 e/(V nm)
Lattice constant: 0.5431 nm
Masses m_t, m_l: 0.190, 0.916 m_e
Donor density: 0.200 nm^-3 = 2.00e+20 cm^-3
Silicon atoms per donor: 249.7
Same from mass density: 249.7
Virtual-crystal charge per atom: 0.00400 e
Mean donor spacing N^(-1/3): 1.710 nm
Depletion width W: 1.970 nm
Interface field: 6.09 MV/cm
Depletion sheet charge N W: 0.394 e/nm^2
Donors in a cube of side W: 1.53
Density-of-states mass: 1.060 m_e
Fermi energy above band edge: 0.1177 eV
Counted over assumed density: 1.0000
Barrier above Fermi level: 0.482 eV
1/k_F along m_t, m_l: 1.31, 0.59 nm
Width at E_F = 1 meV, solved: 1.9690 nm
Pressure per electron, 0 K: 0.0471 eV
Charge width, 0 K, solved: 1.8908 nm
Charge width, 0 K, formula: 1.8908 nm
Pressure per electron, 300 K: 0.0556 eV
Charge width, 300 K, solved: 1.8762 nm
Pressure per electron, 400 K: 0.0612 eV
Charge width, 400 K, solved: 1.8665 nm
Screening length, formula: 0.5036 nm
Screening length, solved tail: 0.5036 nm
Two depletion widths: 3.939 nm
Cell 2x2: area 0.590 nm^2, length 8.48 nm
  midpoint shift 0.6 meV
Cell 3x3: area 1.327 nm^2, length 3.77 nm
  midpoint shift 80.6 meV
Cell 4x4: area 2.360 nm^2, length 2.12 nm
  midpoint shift 426.4 meV
Donor charge to deplete, one face, 3x3: 0.523 e
Bare donor sheet, 3x3: 0.753 e/nm^2
Sheet depth for full bending, 3x3: 0.515 nm
Mass 0.190 m_e: E00 0.1761 eV
  WKB exponent 2.08, factor 0.1246
Mass 0.916 m_e: E00 0.0802 eV
  WKB exponent 4.57, factor 0.0103
Image lowering, constant field: 0.274 eV
Image lowering, curved barrier: 0.266 eV
Barrier top from metal: 0.240 nm
Silicon bond length: 0.235 nm
WKB exponent with image, m_t: 1.37
Gap: 1.12 eV; gap minus bending: 0.52 eV
```
